# Fourth- and fifth-order energies from the first two wavefunction corrections: a numerical check

```python
# Result under test, for H(lam) = H0 + lam*V and a nondegenerate level:
#   E4 = <psi1|W|psi2> - E2 <psi1|psi1>
#   E5 = <psi2|W|psi2> - 2 E2 Re<psi1|psi2> - E3 <psi1|psi1>
# W = V - E1; En = Taylor coefficients of the eigenvalue; psi1, psi2 =
# Taylor coefficients of the eigenvector with <psi0|psi(lam)> = 1.
# H0 is diagonal. Energies are in hartree; lam and the vectors are pure numbers.
# The formulas are compared with differences of 100-digit eigenvalues.
from mpmath import mp, mpf, mpc

mp.dps = 100
levels = [mpf(x) for x in (0, 1, 2, 4, 5)]
size = len(levels)
tenths = [[2, 5, -3, 4, 1],
          [5, -1, 2, 3, -2],
          [-3, 2, 4, -1, 3],
          [4, 3, -1, 1, 2],
          [1, -2, 3, 2, -3]]
V_real = mp.matrix([[mpf(x) / 10 for x in row] for row in tenths])


def braket(a, b):
    return sum(mp.conj(a[k]) * b[k] for k in range(size))


def perturbation(V, s):
    """Vectors, overlaps and energies for level s from psi1 and psi2."""
    E1 = mp.re(V[s, s])
    W = V - E1 * mp.eye(size)
    psi1, psi2 = mp.matrix(size, 1), mp.matrix(size, 1)
    for k in range(size):
        if k != s:
            psi1[k] = -V[k, s] / (levels[k] - levels[s])
    W_psi1 = W * psi1
    for k in range(size):
        if k != s:
            psi2[k] = -W_psi1[k] / (levels[k] - levels[s])
    E2 = mp.re(sum(V[s, k] * psi1[k] for k in range(size)))
    E3 = mp.re(braket(psi1, W_psi1))
    n11, n12 = mp.re(braket(psi1, psi1)), braket(psi1, psi2)
    w12, w22 = braket(psi1, W * psi2), mp.re(braket(psi2, W * psi2))
    E4 = mp.re(w12) - E2 * n11
    E5 = w22 - 2 * E2 * mp.re(n12) - E3 * n11
    return dict(W=W, psi1=psi1, psi2=psi2, n11=n11, n12=n12, w12=w12,
                w22=w22, E=[levels[s], E1, E2, E3, E4, E5])


def eigenpair(V, s, lam):
    """Eigenvalue nearest to the unperturbed level s, and its eigenvector."""
    values, vectors = mp.eigh(mp.diag(levels) + lam * V)
    j = min(range(size), key=lambda i: abs(values[i] - levels[s]))
    return mp.re(values[j]), vectors[:, j]


def difference_coefficients(V, s, h):
    """Taylor coefficients 1 to 5 of the eigenvalue by central differences."""
    f = {m: eigenpair(V, s, m * h)[0] for m in (-3, -2, -1, 1, 2, 3)}
    f[0] = levels[s]
    d1 = (f[1] - f[-1]) / (2 * h)
    d2 = (f[1] - 2 * f[0] + f[-1]) / h**2
    d3 = (f[2] - 2 * f[1] + 2 * f[-1] - f[-2]) / (2 * h**3)
    d4 = (f[2] - 4 * f[1] + 6 * f[0] - 4 * f[-1] + f[-2]) / h**4
    d5 = (f[3] - 4 * f[2] + 5 * f[1] - 5 * f[-1] + 4 * f[-2] - f[-3]) / (2 * h**5)
    return [f[0], d1, d2 / 2, d3 / 6, d4 / 24, d5 / 120]


def show(label, value, unit="", digits=12):
    print(label, "=", mp.nstr(value, digits), unit)


# The differences have truncation errors of order h^2 = 1e-20 times
# higher Taylor coefficients, hence this tolerance.
h = mpf(10)**-10
tol = mpf(10)**-16

# Real example, lowest level
r = perturbation(V_real, 0)
E = r["E"]
fd = difference_coefficients(V_real, 0, h)
for n in range(1, 6):
    assert abs(E[n] - fd[n]) < tol

# Truncation error of the differences must fall as h^2
coarse = difference_coefficients(V_real, 0, mpf(10)**-4)
fine = difference_coefficients(V_real, 0, mpf(10)**-5)
step_ratio = [(coarse[n] - E[n]) / (fine[n] - E[n]) for n in (4, 5)]
assert all(abs(q - 100) < 1 for q in step_ratio)

# Vectors from differences of the eigenvector, in both normalizations
plus, minus = eigenpair(V_real, 0, h)[1], eigenpair(V_real, 0, -h)[1]
inter_p, inter_m = plus / plus[0], minus / minus[0]
unit_p = inter_p / mp.sqrt(braket(inter_p, inter_p))
unit_m = inter_m / mp.sqrt(braket(inter_m, inter_m))
psi0 = mp.matrix(size, 1)
psi0[0] = mpf(1)
fd_psi1 = (inter_p - inter_m) / (2 * h)
fd_psi2 = (inter_p + inter_m - 2 * psi0) / (2 * h**2)
unit_psi2 = (unit_p + unit_m - 2 * psi0) / (2 * h**2)
for k in range(size):
    assert abs(fd_psi1[k] - r["psi1"][k]) < tol
    assert abs(fd_psi2[k] - r["psi2"][k]) < tol
    shifted = r["psi2"][k] - r["n11"] / 2 * psi0[k]
    assert abs(unit_psi2[k] - shifted) < tol
E4_mixed = braket(r["psi1"], r["W"] * unit_psi2) - E[2] * r["n11"]
assert abs(E4_mixed - fd[4] + E[2] * r["n11"] / 2) < tol

# Sign structure of E4 for a ground state
D_psi2 = sum(levels[k] * r["psi2"][k]**2 for k in range(size))
assert abs(r["w12"] + D_psi2) < tol
assert r["w12"] < 0 < -E[2] * r["n11"]


# Variational form of E4 and the effect of an error in psi2
def trial_results(shift):
    phi = r["psi2"].copy()
    phi[1] += shift
    W_psi1 = r["W"] * r["psi1"]
    kinetic_like = sum(levels[k] * phi[k]**2 for k in range(size))
    functional = kinetic_like + 2 * braket(phi, W_psi1) - E[2] * r["n11"]
    short = braket(r["psi1"], r["W"] * phi) - E[2] * r["n11"]
    fifth = (braket(phi, r["W"] * phi) - 2 * E[2] * braket(r["psi1"], phi)
             - E[3] * r["n11"])
    return functional - fd[4], short - fd[4], fifth - fd[5]


delta = mpf(1) / 100
err_full, err_half = trial_results(delta), trial_results(delta / 2)
assert abs(err_full[0] - (levels[1] - levels[0]) * delta**2) < tol
assert err_full[0] > 0 and err_half[0] > 0
error_ratio = [a / b for a, b in zip(err_full, err_half)]
assert abs(error_ratio[0] - 4) < mpf("1e-8")
assert abs(error_ratio[1] - 2) < mpf("1e-8")
assert abs(error_ratio[2] - 2) < mpf("0.1")  # a small quadratic part remains


# Partial sums against the eigenvalue at finite coupling
def remainder(lam, order):
    partial = sum(E[n] * lam**n for n in range(order + 1))
    return eigenpair(V_real, 0, lam)[0] - partial


small = mpf(10)**-4
remainder_ratio = remainder(small, 5) / remainder(small / 2, 5)
assert abs(remainder_ratio - 64) < mpf("0.5")
lam = mpf(1) / 10
assert abs(remainder(lam, 5)) < abs(remainder(lam, 3))

# Complex Hermitian V, middle level: D is indefinite and overlaps are complex
V_complex = mp.matrix(size, size)
for i in range(size):
    for j in range(size):
        imaginary = mpf((j - i) * (1 + i + j)) / 40
        V_complex[i, j] = mpc(V_real[i, j], imaginary)
c = perturbation(V_complex, 2)
fd_c = difference_coefficients(V_complex, 2, h)
for n in range(1, 6):
    assert abs(c["E"][n] - fd_c[n]) < tol
assert abs(mp.im(c["w12"])) < tol
assert abs(mp.im(c["n12"])) > mpf("1e-6")

print("H0 levels (hartree):", [mp.nstr(x, 3) for x in levels])
for i in range(size):
    print("V row", i, "(hartree):", [mp.nstr(V_real[i, j], 3) for j in range(size)])
print("psi1 components:", [mp.nstr(x, 10) for x in r["psi1"]])
print("psi2 components:", [mp.nstr(x, 10) for x in r["psi2"]])
print("W psi1 (hartree):", [mp.nstr(x, 10) for x in r["W"] * r["psi1"]])
print("W psi2 (hartree):", [mp.nstr(x, 10) for x in r["W"] * r["psi2"]])
show("<psi1|psi1>", r["n11"])
show("<psi1|psi2>", r["n12"])
for n in (1, 2, 3):
    show("E%d" % n, E[n], "hartree")
show("E4 term <psi1|W|psi2>", r["w12"], "hartree")
show("E4 term -E2<psi1|psi1>", -E[2] * r["n11"], "hartree")
show("E4 from formula", E[4], "hartree", 16)
show("E4 from eigenvalue differences", fd[4], "hartree", 16)
show("E5 term <psi2|W|psi2>", r["w22"], "hartree")
show("E5 term -2 E2 <psi1|psi2>", -2 * E[2] * r["n12"], "hartree")
show("E5 term -E3<psi1|psi1>", -E[3] * r["n11"], "hartree")
show("E5 from formula", E[5], "hartree", 16)
show("E5 from eigenvalue differences", fd[5], "hartree", 16)
show("difference step h", h, "", 3)
show("|formula - differences|, E4", abs(E[4] - fd[4]), "hartree", 3)
show("|formula - differences|, E5", abs(E[5] - fd[5]), "hartree", 3)
show("E4 error ratio, h = 1e-4 over 1e-5", step_ratio[0], "", 6)
show("E5 error ratio, h = 1e-4 over 1e-5", step_ratio[1], "", 6)
show("E4 formula fed with unit-normalized psi2", E4_mixed, "hartree", 10)
show("shift delta of psi2 component 1", delta, "", 3)
show("error of variational E4", err_full[0], "hartree", 6)
show("error of short E4 formula", err_full[1], "hartree", 6)
show("error of E5 formula", err_full[2], "hartree", 6)
print("error ratios, delta over delta/2 (variational E4, short E4, E5):",
      [mp.nstr(x, 5) for x in error_ratio])
show("coupling lam", lam, "", 3)
show("eigenvalue at lam", eigenpair(V_real, 0, lam)[0], "hartree", 12)
show("eigenvalue minus sum through order 3", remainder(lam, 3), "hartree", 5)
show("eigenvalue minus sum through order 5", remainder(lam, 5), "hartree", 5)
show("order-5 remainder ratio on halving small lam", remainder_ratio, "", 6)
show("complex V, middle level: E4 formula", c["E"][4], "hartree", 14)
show("complex V, middle level: E4 differences", fd_c[4], "hartree", 14)
show("complex V, middle level: E5 formula", c["E"][5], "hartree", 14)
show("complex V, middle level: E5 differences", fd_c[5], "hartree", 14)
show("complex V, middle level: <psi1|psi2>", c["n12"], "", 8)
print("OK")
```

Printed output:

```
H0 levels (hartree): ['0.0', '1.0', '2.0', '4.0', '5.0']
V row 0 (hartree): ['0.2', '0.5', '-0.3', '0.4', '0.1']
V row 1 (hartree): ['0.5', '-0.1', '0.2', '0.3', '-0.2']
V row 2 (hartree): ['-0.3', '0.2', '0.4', '-0.1', '0.3']
V row 3 (hartree): ['0.4', '0.3', '-0.1', '0.1', '0.2']
V row 4 (hartree): ['0.1', '-0.2', '0.3', '0.2', '-0.3']
psi1 components: ['0.0', '-0.5', '0.15', '-0.1', '-0.02']
psi2 components: ['0.0', '-0.154', '0.033', '0.03975', '-0.027']
W psi1 (hartree): ['-0.337', '0.154', '-0.066', '-0.159', '0.135']
W psi2 (hartree): ['-0.0737', '0.070125', '-0.036275', '-0.058875', '0.06215']
<psi1|psi1> = 0.2829 
<psi1|psi2> = 0.078515 
E1 = 0.2 hartree
E2 = -0.337 hartree
E3 = -0.0737 hartree
E4 term <psi1|W|psi2> = -0.03585925 hartree
E4 term -E2<psi1|psi1> = 0.0953373 hartree
E4 from formula = 0.05947805 hartree
E4 from eigenvalue differences = 0.05947805 hartree
E5 term <psi2|W|psi2> = -0.01601465625 hartree
E5 term -2 E2 <psi1|psi2> = 0.05291911 hartree
E5 term -E3<psi1|psi1> = 0.02084973 hartree
E5 from formula = 0.05775418375 hartree
E5 from eigenvalue differences = 0.05775418375 hartree
difference step h = 1.0e-10 
|formula - differences|, E4 = 4.33e-22 hartree
|formula - differences|, E5 = 5.94e-21 hartree
E4 error ratio, h = 1e-4 over 1e-5 = 100.0 
E5 error ratio, h = 1e-4 over 1e-5 = 100.0 
E4 formula fed with unit-normalized psi2 = 0.1071467 hartree
shift delta of psi2 component 1 = 0.01 
error of variational E4 = 0.0001 hartree
error of short E4 formula = 0.00154 hartree
error of E5 formula = -0.0019975 hartree
error ratios, delta over delta/2 (variational E4, short E4, E5): ['4.0', '2.0', '2.0151']
coupling lam = 0.1 
eigenvalue at lam = 0.0165628123407 hartree
eigenvalue minus sum through order 3 = 6.5123e-6 hartree
eigenvalue minus sum through order 5 = -1.3006e-8 hartree
order-5 remainder ratio on halving small lam = 64.0157 
complex V, middle level: E4 formula = 0.035902083333333 hartree
complex V, middle level: E4 differences = 0.035902083333333 hartree
complex V, middle level: E5 formula = -0.021483864776235 hartree
complex V, middle level: E5 differences = -0.021483864776235 hartree
complex V, middle level: <psi1|psi2> = (-0.040396991 + 0.0071666667j) 
OK
```
